# Why surface dissociation makes hydrogen permeation linear in pressure

**Question.** Hydrogen permeates a metal membrane with vacuum on the far side. When diffusion through the metal limits the flux, the flux grows as the square root of the feed pressure. Why does it become proportional to the pressure when dissociation at the surface is the limiting step, and at what pressure does the change occur?

**Answer.** The square root belongs to an equilibrium between the gas and the dissolved atoms. Diffusion control leaves that equilibrium almost intact at the feed face. Dissociation control destroys it: diffusion carries atoms away so easily that the slow supply cannot build up the equilibrium concentration below the surface, and the flux is then the rate at which molecules split, which is proportional to the pressure.

## Where the square root comes from

Hydrogen is a molecule in the gas and separate atoms in the metal. At equilibrium, one molecule exchanges with two dissolved atoms, so $\mu_{\rm H_2}=2\mu_{\rm H}$. For an ideal gas $\mu_{\rm H_2}=\text{const}+k_BT\ln p$. For a dilute solution $\mu_{\rm H}=\text{const}+k_BT\ln c$, where $c$ is the number of atoms per volume. Hence $\ln p=2\ln c+\text{const}$, or

$$c=K\sqrt p ,$$

which is Sieverts' law.

Let the membrane have thickness $L$ and atomic diffusivity $D$, and let $c_1$ and $c_2$ be the concentrations just inside the feed and exit faces. In steady state the profile is linear and the atom flux is $D(c_1-c_2)/L$. I count the flux $J$ in molecules, two atoms each:

$$J=\frac{D(c_1-c_2)}{2L}.$$

If the feed face is in equilibrium with the gas and the exit face is empty, then $c_1=K\sqrt p$ and $c_2=0$, so

$$J=G\sqrt p,\qquad G=\frac{DK}{2L}.$$

Diffusion is linear in concentration. The root enters through the boundary value $c_1$ alone, so it can be lost without any change in Fick's law.

## What the surface does

Molecules of mass $m$ strike a surface at the rate given by the gas density $p/k_BT$ times the mean inward velocity $\int_0^\infty v f(v)\,dv=\sqrt{k_BT/2\pi m}$, where $f$ is the Maxwell distribution of one velocity component. If a fraction $s$ dissociates, independent of pressure, the entry rate is

$$k p,\qquad k=\frac{s}{\sqrt{2\pi m k_BT}} .$$

This is linear because one molecule takes part in each event. The constant $s$ presupposes that hydrogen itself fills few of the sites where molecules can split, even if fouling blocks many others.

The reverse step needs two atoms. With few atoms on the surface, paired at random and exchanging rapidly with the metal below, it runs at a rate $r c^2$. At equilibrium the two rates cancel: $kp=rK^2p$, so $r=k/K^2$. The net entry rate is therefore

$$k p-\frac{k}{K^2}c^2=k(p-\pi),\qquad \pi=\frac{c^2}{K^2}.$$

The virtual pressure $\pi$ is that of a gas which would be in equilibrium with the concentration $c$.

## The three steps in series

Let the feed face have rate constant $k_1$ and the exit face $k_2$. In steady state the same flux passes entry, bulk and exit:

$$J=k_1(p-\pi_1)=G\left(\sqrt{\pi_1}-\sqrt{\pi_2}\right)=k_2\pi_2 .$$

The first and last expressions give $\pi_1=p-J/k_1$ and $\pi_2=J/k_2$. Put into the middle one, they yield

$$\sqrt{p-\frac{J}{k_1}}=\frac{J}{G}+\sqrt{\frac{J}{k_2}} .$$

Both sides are positive, so squaring loses nothing. Moving $J/k_1$ to the right then gives

$$p=\frac{J^2}{G^2}+\frac{2J^{3/2}}{G\sqrt{k_2}}+J\left(\frac1{k_1}+\frac1{k_2}\right).$$

This is the pressure needed to drive a given flux. The bulk term costs $J^2$, the surface term costs $J$, and the mixed term arises because a slow exit raises the concentration against which the bulk must deliver.

At large $J$ the square dominates and $J\simeq G\sqrt p$. At small $J$ the linear term dominates and

$$J\simeq\frac{k_1k_2}{k_1+k_2}\,p .$$

For a given membrane, the linear law thus belongs to low pressure. If the exit is much faster than the entry, $k_2\gg k_1$, it becomes $J\simeq k_1p$: every molecule that dissociates goes through. With two identical faces it is $J\simeq k_1p/2$, since half of the dissociated hydrogen returns to the feed side.

The passage between the laws is described by the local exponent $n=d\ln J/d\ln p$. Let $w_b$, $w_x$ and $w_s$ be the fractions of $p$ contributed by the bulk, mixed and surface terms. Differentiating the sum and multiplying by $J/p$ gives

$$\frac1n=\frac{J}{p}\frac{dp}{dJ}=2w_b+\tfrac32w_x+w_s .$$

This is a weighted mean of 2, 3/2 and 1, so $n$ lies between 1/2 and 1. A term with power $a_i$ has $dw_i/d\ln J=w_i(a_i-1/n)$. Hence $d(1/n)/d\ln J=\sum_i w_ia_i(a_i-1/n)$, which is the variance of the powers and is positive. The exponent falls steadily as pressure rises.

## Dissociation control in closed form

Let the exit be perfectly clean, $k_2\to\infty$. Then $J^2/G^2+J/k_1=p$, or $J^2+(G^2/k_1)J-G^2p=0$. The positive root is

$$J=\frac{G^2}{2k_1}\left[\sqrt{1+\frac{4p}{p^*}}-1\right],\qquad p^*=\left(\frac{G}{k_1}\right)^2 .$$

For $p\ll p^*$ the bracket is $2p/p^*$ and $J=k_1p$. For $p\gg p^*$ it is $2\sqrt{p/p^*}$ and $J=G\sqrt p$. At $p=p^*$ the bulk share is $w_b=[(\sqrt5-1)/2]^2=0.38$, so $n=1/(1+w_b)=0.72$.

The same limit shows what happens below the surface. Since $\pi_2=0$, $\sqrt{\pi_1}=J/G$, and at low pressure

$$\frac{c_1}{K\sqrt p}=\frac{J}{G\sqrt p}\simeq\sqrt{\frac p{p^*}}\ll1 .$$

The concentration lies far below Sieverts' value. It is now itself proportional to $p$, because it adjusts until diffusion carries away what dissociation supplies. Recombination back to the feed gas, proportional to $c_1^2$, is negligible. This proportionality needs the perfectly clean exit. A fast but finite exit adds about $\sqrt{k_1/k_2}$ to $c_1/K\sqrt p$, so below $p\approx p^*k_1/k_2$ the concentration follows $\sqrt p$ again, still far below Sieverts' value, while the flux stays linear. For the foil below, this addition is 0.01 and raises the ratio at 0.001 Torr from 0.028 to 0.038.

## A linear law from a slow exit

Now reverse the membrane, so that the entry is perfectly clean and the exit has the small constant $k$. The equation before squaring becomes

$$\sqrt p=\frac JG+\sqrt{\frac Jk}.$$

At low pressure $J\simeq kp$ again, with the same coefficient. Yet here $c_1=K\sqrt p$, and $c_2$ is nearly as large. The atoms leave in pairs at the rate $(k/K^2)c_2^2\simeq kp$: second-order recombination squares the square root. In this model a linear law therefore means surface control, but does not say which face is slow. In a real membrane, pinholes much narrower than the mean free path of the gas would also pass a flux nearly proportional to $p$.

The crossover distinguishes a slow entry from a slow exit once $G$ and $k$ are known from the two limiting laws. At $p=(G/k)^2$, put $j=J/(G\sqrt p)$. A slow entry gives $j^2+j=1$, so $j=0.62$; a slow exit gives $j+\sqrt j=1$, so $j=0.38$. The exponent does not help: at this pressure it is 0.72 in both cases. Two identical faces with the same low-pressure slope give $j=0.43$, so a slow exit is hard to tell from two equally slow faces.

## Numbers for a copper foil

Take an fcc-Cu foil with $L=100\ \mu\text{m}$ at 700 K. Rough typical values for hydrogen in copper are $D=1.5\times10^{-5}\ \text{cm}^2/\text{s}$ and $K=1.4\times10^{16}\ \text{cm}^{-3}\,\text{Torr}^{-1/2}$. Then

$$G=\frac{(1.5\times10^{-5})(1.4\times10^{16})}{2(0.01)}=1.05\times10^{13}\ \frac{\text{H}_2}{\text{cm}^2\,\text{s}\,\text{Torr}^{1/2}} .$$

The impingement rate per pressure is $9.35\times10^{20}\ \text{H}_2/(\text{cm}^2\,\text{s}\,\text{Torr})$. The feed face is taken as heavily fouled, with a chosen $s=10^{-8}$, so $k_1=9.35\times10^{12}$ in the same unit. The exit face is clean, with a rough $s=10^{-4}$. The crossover lies at

$$p^*=\left(\frac{1.05\times10^{13}}{9.35\times10^{12}}\right)^2\text{Torr}\approx1.3\ \text{Torr}\approx170\ \text{Pa}.$$

At 1 Torr the closed form gives $J=5.9\times10^{12}\,(\sqrt{1+4/1.26}-1)\approx6.1\times10^{12}\ \text{H}_2/(\text{cm}^2\,\text{s})$. The table keeps the finite exit rate; its entries come from a numerical root search on the three flux balances, and $n$ from central differences in $\ln p$.

| $p$ (Torr) | $J$ (H$_2$/cm$^2$ s) | $c_1/K\sqrt p$ | $n$ |
|---:|---:|---:|---:|
| 0.001 | $9.3\times10^{9}$ | 0.04 | 0.999 |
| 0.1 | $8.7\times10^{11}$ | 0.27 | 0.93 |
| 1 | $6.1\times10^{12}$ | 0.59 | 0.74 |
| 10 | $2.8\times10^{13}$ | 0.84 | 0.59 |
| 760 | $2.8\times10^{14}$ | 0.98 | 0.51 |

In this foil, whose entry is the slow face, the exponent approaches 1/2 as the feed-side concentration approaches Sieverts' value. The change is gradual: from 0.1 to 10 Torr, $n$ falls only from 0.93 to 0.59.

For uniform faces, thickness reveals the limiting step. With temperature and surfaces held fixed, doubling $L$ multiplies the flux by 0.997 at 0.001 Torr and by 0.505 at 760 Torr. Conversely, thinning the foil moves the crossover upward. Setting $p^*=p$ gives $L=DK/(2k_1\sqrt p)$, which is 4.1 $\mu$m at 760 Torr.

## How far the numbers can be trusted

The bulk values are in the range of real copper, but $s=10^{-8}$ is far from typical of a clean surface. With the rough clean value, $(G/k)^2$ is about $10^{-8}$ Torr. A foil clean on both sides then has $n=0.52$ even at 0.001 Torr (0.555 if the clean $s$ is ten times smaller), so this model predicts near-square-root behaviour at the pressures of the table. A constant, uniform $s$ is a strong assumption for a real membrane. Hydrogen may itself reduce an oxide film. If molecules split only on widely spaced clean patches, the atoms must also spread sideways below them, and this diffusion step can restore the square root at pressures where the mean $s$ would predict a linear law. Because $p^*\propto s^{-2}$, a tenfold rise in $s$ would lower the crossover from 1.3 to 0.013 Torr.

Site blocking can be estimated from a rough energy gain of 0.60 eV for an atom moving from the bulk to the surface. At 760 Torr there are $4.4\times10^{-6}$ H per Cu below the feed face. If vibrational differences between bulk and surface sites are neglected, multiplying by $e^{0.60\,\text{eV}/k_BT}$ gives the ratio of filled to empty surface sites, and hence a coverage $\theta\approx0.08$. Entry needs two empty sites, which brings a factor $(1-\theta)^2$. Recombination goes as $\theta^2$, and $\theta/(1-\theta)\propto c$, so it carries the same factor beside $c^2$. Solving the balances with this factor changes the tabulated fluxes by at most 0.4 %, because the surface matters little where the coverage is highest. The estimate is sensitive to the rough energy: with 0.70 eV the coverage at 760 Torr is 0.32 and the largest change is 2.4 %. On a nearly full surface the entry rate would no longer be linear in $p$, and the law derived here would fail.

A back pressure of $10^{-6}$ Torr changes the tabulated fluxes by less than 0.3 %. Temperature matters more. With rough activation energies of 0.80 eV for $DK$ and 0.50 eV for dissociation, a foil 10 K hotter passes 12 % more hydrogen at 0.001 Torr and 20 % more at 760 Torr. Grain boundaries 0.5 nm wide around square columnar grains of 20 $\mu$m fill a fraction $2(0.5\ \text{nm})/(20\ \mu\text{m})=5\times10^{-5}$ of the area. They would need about 2000 times the permeability of the bulk to add 10 % to $G$.

Numbers in the example were calculated in double precision.
